**Adiabatic minus isothermal elastic constants of a model fcc crystal**

The program tests $C^S_{ijkl}-C^T_{ijkl}=T\lambda_{ij}\lambda_{kl}/c_\eta$, where $C^S$ and $C^T$ are the adiabatic and isothermal elastic constants, $\lambda_{ij}$ is the temperature derivative of stress at fixed strain, and $c_\eta$ is the heat capacity at fixed strain per reference volume. It takes $C^T$ from free energies at fixed temperature and $C^S$ from internal energies at fixed entropy, for a quasi-harmonic crystal with Morse bonds. It asserts the formula for all Voigt components in a cubic, a sheared and a triclinic reference state, the last two under stress. It also asserts the Maxwell relation, the cubic form of $\lambda_{ij}$, the link to thermal expansion, and $B_S/B_T=c_P/c_\eta$, where $B$ is the bulk modulus and $c_P$ the heat capacity at zero stress. At 300 K the output shows $C_{11}$ and $C_{12}$ both rising by 2.14 GPa, with $C_{44}$ and $C'=(C_{11}-C_{12})/2$ unchanged within numerical resolution. In the crystal sheared by 0.04, $C_{44}$ does differ, by 4.35 MPa, as the formula predicts.

## Numerical check

```python
"""
Result under test, for a crystal at temperature T:
    C^S_ijkl - C^T_ijkl = T * lambda_ij * lambda_kl / c_eta
C^T    : isothermal constants, second strain derivatives of the free energy
C^S    : adiabatic constants, second strain derivatives of the internal energy
         at fixed entropy
lambda : thermal stress coefficient, d(stress)/dT at fixed strain
c_eta  : heat capacity at fixed strain per reference volume
In a cubic reference state C44 and C' = (C11 - C12)/2 must not change.

Model: fcc crystal, nearest-neighbour Morse bonds, quasi-harmonic phonons.
Strains are Lagrangian, in Voigt order xx, yy, zz, yz, xz, xy, with
engineering shears. Internal units: eV, angstrom, kelvin; moduli in GPa.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space
from scipy.optimize import brentq

DEPTH = 0.30          # eV
INV_WIDTH = 1.5       # 1/angstrom
BOND_MIN = 2.80       # angstrom
MASS = 50.0           # atomic mass units
T0 = 300.0            # K
GRID = 10             # even, so that the zero wavevector is avoided
STEP = 1e-4           # strain step of the finite differences
DT = 1.0              # temperature step, K

KB = const.k / const.e
GPA = const.e / 1e-30 / 1e9                      # eV/angstrom^3 in GPa
HBAR_OMEGA = const.hbar / const.e * np.sqrt(
    const.e / 1e-20 / (MASS * const.atomic_mass))  # eV per sqrt(eV/A^2)

# One bond of each +/- pair of the 12 nearest neighbours.
PAIRS = np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1],
                  [1, 0, -1], [0, 1, 1], [0, 1, -1]], dtype=float)
axis = np.arange(GRID) + 0.5
kpoints = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
# Phases k.R do not change when the lattice is strained homogeneously.
WEIGHTS = 2 * (1 - np.cos(2 * np.pi / GRID * kpoints @ PAIRS.T))
VOIGT = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
UNIT = np.eye(6)


def fcc_bonds(distance):
    return distance * PAIRS / np.sqrt(2)


def deform(bonds, strain):
    """Apply a deformation F with F^T F = 1 + 2*eta to the bond vectors."""
    metric = np.eye(3)
    for value, (i, j) in zip(strain, VOIGT):
        if i == j:
            metric[i, i] += 2 * value
        else:
            metric[i, j] += value
            metric[j, i] += value
    return bonds @ np.linalg.cholesky(metric)


def volume(bonds):
    return abs(np.linalg.det(bonds[[0, 2, 4]]))


def crystal(bonds):
    """Static energy per atom and all phonon energies, in eV."""
    r = np.linalg.norm(bonds, axis=1)
    x = np.exp(-INV_WIDTH * (r - BOND_MIN))
    energy = DEPTH * np.sum(x**2 - 2 * x)
    first = -2 * INV_WIDTH * DEPTH * (x**2 - x)
    second = 2 * INV_WIDTH**2 * DEPTH * (2 * x**2 - x)
    n = bonds / r[:, None]
    spring = ((second - first / r)[:, None, None] * n[:, :, None] * n[:, None, :]
              + (first / r)[:, None, None] * np.eye(3))
    dynamical = (WEIGHTS @ spring.reshape(6, 9)).reshape(-1, 3, 3)
    squares = np.linalg.eigvalsh(dynamical)
    assert squares.min() > 0, "unstable lattice"
    return energy, HBAR_OMEGA * np.sqrt(squares).ravel()


def thermo(state, temp):
    """Free energy, internal energy, entropy, heat capacity per atom."""
    static, quanta = state
    x = quanta / (KB * temp)
    occupation = 1 / np.expm1(x)
    log_term = np.log(-np.expm1(-x))
    free = static + 3 * np.mean(quanta / 2 + KB * temp * log_term)
    internal = static + 3 * np.mean(quanta * (0.5 + occupation))
    entropy = 3 * KB * np.mean(x * occupation - log_term)
    heat = 3 * KB * np.mean(x**2 * occupation * (occupation + 1))
    return free, internal, entropy, heat


def isentropic_temperature(state, entropy):
    temp = T0
    for _ in range(8):
        _, _, current, heat = thermo(state, temp)
        temp += (entropy - current) * temp / heat
    return temp


def analyse(bonds):
    """Elastic and thermal coefficients of a reference state at T0."""
    vol = volume(bonds)
    base = crystal(bonds)
    entropy0 = thermo(base, T0)[2]

    def energies(strain):
        state = crystal(deform(bonds, strain))
        temp = isentropic_temperature(state, entropy0)
        return np.array([thermo(state, T0)[0], thermo(state, temp)[1]])

    second = np.zeros((2, 6, 6))
    for i in range(6):
        for j in range(i, 6):
            a, b = STEP * UNIT[i], STEP * UNIT[j]
            value = (energies(a + b) - energies(a - b)
                     - energies(b - a) + energies(-a - b)) / (4 * STEP**2)
            second[:, i, j] = second[:, j, i] = value * GPA / vol

    stress = np.zeros((2, 6))
    thermal = np.zeros(6)
    maxwell = np.zeros(6)
    for i in range(6):
        plus = crystal(deform(bonds, STEP * UNIT[i]))
        minus = crystal(deform(bonds, -STEP * UNIT[i]))
        scale = GPA / vol / (2 * STEP)
        stress[:, i] = scale * (energies(STEP * UNIT[i])
                                - energies(-STEP * UNIT[i]))
        hot, cold = [scale * (thermo(plus, t)[0] - thermo(minus, t)[0])
                     for t in (T0 + DT, T0 - DT)]
        thermal[i] = (hot - cold) / (2 * DT)
        maxwell[i] = -scale * (thermo(plus, T0)[2] - thermo(minus, T0)[2])
    heat = (thermo(base, T0 + DT)[1] - thermo(base, T0 - DT)[1]) / (2 * DT)
    heat *= GPA / vol
    # Both energies give the same stress; thermal stress obeys Maxwell.
    assert np.allclose(stress[0], stress[1], rtol=0, atol=1e-5)
    assert np.allclose(thermal, maxwell, rtol=0,
                       atol=1e-4 * np.abs(thermal).max())
    difference = second[1] - second[0]
    predicted = T0 * np.outer(thermal, thermal) / heat
    # Tolerance covers the truncation error of the second differences.
    assert np.allclose(difference, predicted, rtol=0,
                       atol=1e-3 * np.abs(predicted).max())
    return second[0], second[1], thermal, heat, predicted, stress[0]


def equilibrium_distance(temp):
    def slope(scale):
        high, low = [thermo(crystal(fcc_bonds(BOND_MIN * (scale + d))), temp)[0]
                     for d in (STEP, -STEP)]
        return (high - low) / (2 * STEP)
    return BOND_MIN * brentq(slope, 1.0, 1.03, xtol=1e-13)


# Symmetric tensors invariant under the axes common to all cubic classes.
threefold = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], dtype=float)
twofold = np.diag([-1.0, -1.0, 1.0])
columns = []
for i, j in VOIGT:
    tensor = np.zeros((3, 3))
    tensor[i, j] = tensor[j, i] = 1
    columns.append(np.concatenate([(g @ tensor @ g.T - tensor).ravel()
                                   for g in (threefold, twofold)]))
invariant = null_space(np.array(columns).T)
assert invariant.shape[1] == 1
assert np.allclose(invariant[:, 0] / invariant[0, 0], [1, 1, 1, 0, 0, 0])

# Cubic crystal at zero stress.
distance = equilibrium_distance(T0)
cubic = fcc_bonds(distance)
CT, CS, lam, heat, shift, stress = analyse(cubic)
assert np.abs(stress).max() < 1e-3
assert np.allclose(lam, lam[0] * np.array([1, 1, 1, 0, 0, 0]),
                   rtol=0, atol=1e-5 * abs(lam[0]))
delta = CS - CT
shear_T, shear_S = [(c[0, 0] - c[0, 1]) / 2 for c in (CT, CS)]
assert abs(delta[3, 3]) < 1e-4
assert abs(shear_S - shear_T) < 1e-3
assert delta[0, 0] > 1.0

# Thermal expansion and heat capacity at zero stress.
hot_d, cold_d = equilibrium_distance(T0 + DT), equilibrium_distance(T0 - DT)
alpha = (hot_d - cold_d) / (2 * DT * distance)
heat_p = (thermo(crystal(fcc_bonds(hot_d)), T0 + DT)[1]
          - thermo(crystal(fcc_bonds(cold_d)), T0 - DT)[1]) / (2 * DT)
heat_p *= GPA / volume(cubic)
bulk_T, bulk_S = [(c[0, 0] + 2 * c[0, 1]) / 3 for c in (CT, CS)]
assert abs(-3 * bulk_T * alpha / lam[0] - 1) < 1e-3
assert abs(bulk_S / bulk_T - heat_p / heat) < 2e-4

# Temperature change in an adiabatic stretch and in an adiabatic shear.
TEST_STRAIN = 1e-3
entropy0 = thermo(crystal(cubic), T0)[2]


def warming(component, size):
    state = crystal(deform(cubic, size * UNIT[component]))
    return isentropic_temperature(state, entropy0) - T0


stretch_up, stretch_down = warming(0, TEST_STRAIN), warming(0, -TEST_STRAIN)
shear_up, shear_down = warming(3, TEST_STRAIN), warming(3, -TEST_STRAIN)
stretch_formula = T0 * lam[0] * TEST_STRAIN / heat
assert abs((stretch_up - stretch_down) / 2 / stretch_formula - 1) < 1e-3
assert abs(shear_up - shear_down) < 1e-8
assert abs(shear_up) < 0.01 * abs(stretch_up)

# A sheared reference state is no longer cubic.
SHEAR = 0.04
sheared = deform(cubic, SHEAR * UNIT[3])
CTs, CSs, lam_s, heat_s, shift_s, stress_s = analyse(sheared)
delta_s = CSs[3, 3] - CTs[3, 3]
assert abs(delta_s - shift_s[3, 3]) < 1e-5 + 0.01 * shift_s[3, 3]

# A triclinic, stressed reference state tests all 21 components.
TRICLINIC = np.array([0.010, -0.010, 0.005, 0.040, 0.020, -0.030])
CTt, CSt, lam_t, heat_t, shift_t, stress_t = analyse(deform(cubic, TRICLINIC))
worst = np.abs(CSt - CTt - shift_t).max()

print(f"Morse depth: {DEPTH:.2f} eV")
print(f"Morse inverse width: {INV_WIDTH:.2f} 1/angstrom")
print(f"Morse bond minimum: {BOND_MIN:.2f} angstrom")
print(f"atomic mass: {MASS:.1f} u")
print(f"temperature: {T0:.1f} K")
print(f"wavevectors in grid (each counted twice): {len(kpoints)}")
print(f"neighbour distance at zero stress: {distance:.4f} angstrom")
print(f"volume per atom: {volume(cubic):.4f} angstrom^3")
print(f"thermal stress coefficient lambda: {1e3 * lam[0]:.4f} MPa/K")
print(f"heat capacity c_eta: {1e3 * heat:.4f} MJ/(m^3 K)")
print(f"formula T lambda^2 / c_eta: {shift[0, 0]:.4f} GPa")
for name, i, j in (("C11", 0, 0), ("C12", 0, 1), ("C44", 3, 3)):
    print(f"{name} isothermal: {CT[i, j]:.4f} GPa")
    print(f"{name} adiabatic: {CS[i, j]:.4f} GPa")
print(f"C' isothermal: {shear_T:.4f} GPa")
print(f"C' adiabatic: {shear_S:.4f} GPa")
print(f"direct difference C11: {delta[0, 0]:.4f} GPa")
print(f"direct difference C12: {delta[0, 1]:.4f} GPa")
print(f"size of direct difference C44: {abs(delta[3, 3]):.1e} GPa")
print(f"size of direct difference C': {abs(shear_S - shear_T):.1e} GPa")
print(f"relative rise of C11: {100 * delta[0, 0] / CT[0, 0]:.2f} percent")
print(f"relative rise of C12: {100 * delta[0, 1] / CT[0, 1]:.2f} percent")
print(f"linear expansion coefficient: {1e6 * alpha:.3f} 1e-6/K")
print(f"bulk modulus isothermal: {bulk_T:.4f} GPa")
print(f"bulk modulus adiabatic: {bulk_S:.4f} GPa")
print(f"-3 B_T alpha: {-3e3 * bulk_T * alpha:.4f} MPa/K")
print(f"heat capacity c_P: {1e3 * heat_p:.4f} MJ/(m^3 K)")
print(f"ratio B_S/B_T: {bulk_S / bulk_T:.5f}")
print(f"ratio c_P/c_eta: {heat_p / heat:.5f}")
print(f"strain in temperature test: {TEST_STRAIN:.4f}")
print(f"temperature change, stretch, direct: {stretch_up:.5f} K")
print(f"temperature change, compression, direct: {stretch_down:.5f} K")
print(f"temperature change, stretch, formula: {stretch_formula:.5f} K")
print(f"temperature change, shear, direct: {shear_up:.2e} K")
print(f"temperature change, opposite shear, direct: {shear_down:.2e} K")
print(f"sheared reference, engineering yz shear: {SHEAR:.3f}")
print(f"sheared reference, lambda_yz: {1e3 * lam_s[3]:.5f} MPa/K")
print(f"sheared reference, c_eta: {1e3 * heat_s:.4f} MJ/(m^3 K)")
print(f"sheared reference, C44 difference direct: {delta_s:.3e} GPa")
print(f"sheared reference, C44 difference formula: {shift_s[3, 3]:.3e} GPa")
print("triclinic reference strain (Voigt):",
      " ".join(f"{v:.3f}" for v in TRICLINIC))
print("triclinic lambda (Voigt), MPa/K:",
      " ".join(f"{1e3 * v:.3f}" for v in lam_t))
print(f"triclinic largest stress component: {np.abs(stress_t).max():.3f} GPa")
print(f"triclinic largest formula entry: {np.abs(shift_t).max():.4f} GPa")
print(f"triclinic largest error of formula: {worst:.1e} GPa")
print("all assertions hold")
```

It prints:

```
Morse depth: 0.30 eV
Morse inverse width: 1.50 1/angstrom
Morse bond minimum: 2.80 angstrom
atomic mass: 50.0 u
temperature: 300.0 K
wavevectors in grid (each counted twice): 1000
neighbour distance at zero stress: 2.8191 angstrom
volume per atom: 15.8415 angstrom^3
thermal stress coefficient lambda: -4.2052 MPa/K
heat capacity c_eta: 2.4829 MJ/(m^3 K)
formula T lambda^2 / c_eta: 2.1367 GPa
C11 isothermal: 99.3400 GPa
C11 adiabatic: 101.4766 GPa
C12 isothermal: 48.9918 GPa
C12 adiabatic: 51.1285 GPa
C44 isothermal: 49.6262 GPa
C44 adiabatic: 49.6262 GPa
C' isothermal: 25.1741 GPa
C' adiabatic: 25.1741 GPa
direct difference C11: 2.1367 GPa
direct difference C12: 2.1367 GPa
size of direct difference C44: 0.0e+00 GPa
size of direct difference C': 1.1e-14 GPa
relative rise of C11: 2.15 percent
relative rise of C12: 4.36 percent
linear expansion coefficient: 21.311 1e-6/K
bulk modulus isothermal: 65.7745 GPa
bulk modulus adiabatic: 67.9112 GPa
-3 B_T alpha: -4.2052 MPa/K
heat capacity c_P: 2.5636 MJ/(m^3 K)
ratio B_S/B_T: 1.03248
ratio c_P/c_eta: 1.03248
strain in temperature test: 0.0010
temperature change, stretch, direct: -0.50766 K
temperature change, compression, direct: 0.50855 K
temperature change, stretch, formula: -0.50810 K
temperature change, shear, direct: -2.56e-05 K
temperature change, opposite shear, direct: -2.56e-05 K
sheared reference, engineering yz shear: 0.040
sheared reference, lambda_yz: -0.18972 MPa/K
sheared reference, c_eta: 2.4840 MJ/(m^3 K)
sheared reference, C44 difference direct: 4.347e-03 GPa
sheared reference, C44 difference formula: 4.347e-03 GPa
triclinic reference strain (Voigt): 0.010 -0.010 0.005 0.040 0.020 -0.030
triclinic lambda (Voigt), MPa/K: -4.283 -4.118 -4.213 -0.200 -0.046 0.122
triclinic largest stress component: 2.075 GPa
triclinic largest formula entry: 2.2236 GPa
triclinic largest error of formula: 1.3e-06 GPa
all assertions hold
```
